# The Z-vector method for gradients of a nonvariational energy, part 1

(Sections cited here and not found follow in the second part.)

## A.1 The form of the answer

A first derivative is linear in the perturbation. When a nuclear coordinate $x$ changes, the energy changes only through the nuclear repulsion and the atomic-orbital (AO) quantities: the overlap $S^x$, the one-electron integrals $h^x$, the two-electron integrals $(\mu\nu|\lambda\sigma)^x$ and, in Kohn–Sham theory with a grid fixed in space, the basis functions on that grid (a grid that moves with the atoms adds its points and weights, A.5). So $dE/dx$ must be a contraction of these derivative quantities with coefficients that do not depend on $x$. The coefficients of $h^x$ and $(\mu\nu|\lambda\sigma)^x$ are dimensionless densities, and the coefficient of $S^x$ has the dimension of energy.

Symmetry fixes how many of these coefficients need a linear solve. With $n$ basis functions, $n_o$ occupied and $n_v$ virtual orbitals, a first-order change of the orbitals is an $n\times n$ matrix $U$, and

$$n^2=\tfrac12 n(n+1)+\tfrac12 n_o(n_o-1)+\tfrac12 n_v(n_v-1)+n_on_v .$$

The symmetric part is fixed by orthonormality. The antisymmetric occupied–occupied and virtual–virtual parts are rotations under which the energies treated here are invariant. Only $n_on_v$ numbers $U_{ai}$ remain. They obey a linear system $AU^x=B^x$ with an $x$-independent matrix, and they enter the energy through an $x$-independent vector $L$. The response term is the bilinear form $L^TA^{-1}B^x$, which can be evaluated from the right, once for each of the $3N$ coordinates of $N$ atoms, or from the left, once. The left-hand evaluation is the Z-vector method, and the result derived below is

$$\frac{dE}{dx}=E^{(x)}+\sum_{ai}z_{ai}F^{(x)}_{ai}-\sum_{pq}W_{pq}S^x_{pq},\qquad Az=-L. \tag{1}$$

The linear solves, and one kernel build in each right-hand side $B^x$ (A.6), drop from $3N$ to one. The derivative integrals are still contracted for every $x$.

## A.2 Conventions and assumptions

Hartree atomic units are used. Orbitals are real and doubly occupied; $i,j,k$ label occupied, $a,b,c$ virtual and $p,q,r,s$ arbitrary molecular orbitals (MO), $\mu,\nu,\lambda,\sigma$ linearly independent basis functions $\chi_\mu$, so the coefficient matrix $C$ is square and invertible. The density matrix is $D=2C_oC_o^T$, with $C_o$ the occupied columns. The reference self-consistent field (SCF) has the Fock matrix

$$F=h+J[D]-\tfrac a2K[D]+V_{xc}[D],$$

with $J[M]_{\mu\nu}=\sum(\mu\nu|\lambda\sigma)M_{\lambda\sigma}$, $K[M]_{\mu\nu}=\sum(\mu\lambda|\nu\sigma)M_{\lambda\sigma}$ and exact-exchange fraction $a$ (the symbol is a number when it stands as a factor). For a local functional on grid points $g$ with weights $w_g$, $V_{xc,\mu\nu}=\sum_gw_gv_{xc}\chi_\mu\chi_\nu$, where $v_{xc}$ and $f_{xc}=dv_{xc}/d\rho$ are taken at the total density $\rho=\sum D_{\mu\nu}\chi_\mu\chi_\nu$. The orbitals satisfy, at every $x$,

$$C^TSC=1,\qquad F_{ai}\equiv(C^TFC)_{ai}=0. \tag{2}$$

At the reference point they are canonical, $F_{pq}=\varepsilon_p\delta_{pq}$.

A change $\Delta$ of $D$ changes $F$ to first order by the kernel

$$G[\Delta]=J[\Delta]-\tfrac a2K[\Delta]+\sum_gw_gf_{xc}\,\rho_\Delta\,\chi\chi^T,\qquad\rho_\Delta=\sum\Delta_{\mu\nu}\chi_\mu\chi_\nu .$$

For symmetric $M,N$ it is self-adjoint,

$$\mathrm{tr}\,MG[N]=\mathrm{tr}\,NG[M], \tag{3}$$

because $(\mu\nu|\lambda\sigma)=(\lambda\sigma|\mu\nu)$ for $J$, $(\mu\lambda|\nu\sigma)=(\lambda\mu|\sigma\nu)$ for $K$, and the last term is $\sum_gw_gf_{xc}\rho_M\rho_N$. An MO matrix $M$ as argument stands for $CMC^T$, and $G_{pq}=(C^TGC)_{pq}$.

The target energy $E(C,T,x)$ is an explicit function of $C$, of amplitudes $T$ and of the integrals. Three things are assumed: $E$ is stationary in $T$; its stationary value is invariant under occupied–occupied and virtual–virtual rotations; the matrix $A$ below and the equations that fix $T$ are nonsingular. A superscript $(x)$ is the derivative at fixed $C$ and $T$, and $S^x_{pq}=(C^TS^xC)_{pq}$.

## A.3 The abstract identity

Let parameters $\kappa$ be fixed by $g(\kappa,x)=0$, with $A=\partial g/\partial\kappa$ and $L=\partial E/\partial\kappa$. Differentiating the condition gives $A\kappa^x+g_x=0$, so

$$\frac{dE}{dx}=E_x+L^T\kappa^x=E_x-L^TA^{-1}g_x=E_x+z^Tg_x,\qquad A^Tz=-L .$$

The last step uses $z^T=-L^TA^{-1}$. The equation for $z$ contains the transpose, which matters whenever $A$ is not symmetric at the solution; symmetry is guaranteed when the conditions $g$ are the gradient of a scalar. For the SCF conditions $A$ is symmetric. The remaining work is to carry the moving overlap through this identity.

## A.4 Gradient in terms of the orbital response

Since $C$ is invertible, $dC/dx=CU$ for some $U$. Differentiating $C^TSC=1$ gives $U^TC^TSC+C^TS^xC+C^TSCU=0$, that is

$$U_{pq}+U_{qp}=-S^x_{pq}. \tag{4}$$

Define $X_{pq}=\sum_\mu C_{\mu p}\,\partial E/\partial C_{\mu q}$ at fixed $T$. With $dC_{\mu q}/dx=\sum_pC_{\mu p}U_{pq}$, and the term $(\partial E/\partial T)\,dT/dx$ zero by stationarity,

$$\frac{dE}{dx}=E^{(x)}+\sum_{pq}X_{pq}U_{pq}. \tag{5}$$

An infinitesimal occupied rotation has $U_{ij}=-U_{ji}=\theta$ and changes $E$ at fixed $T$ by $\theta(X_{ij}-X_{ji})$. The accompanying change of $T$ costs nothing at first order, so invariance requires $X_{ij}=X_{ji}$, and likewise $X_{ab}=X_{ba}$. A symmetric matrix contracts only with the symmetric part of $U$, which (4) fixes: $\sum X_{ij}U_{ij}=\frac12\sum X_{ij}(U_{ij}+U_{ji})=-\frac12\sum X_{ij}S^x_{ij}$. In the mixed blocks, $U_{ia}=-S^x_{ai}-U_{ai}$ gives $X_{ai}U_{ai}+X_{ia}U_{ia}=(X_{ai}-X_{ia})U_{ai}-X_{ia}S^x_{ai}$. Hence

$$\frac{dE}{dx}=E^{(x)}-\tfrac12\sum_{ij}X_{ij}S^x_{ij}-\tfrac12\sum_{ab}X_{ab}S^x_{ab}-\sum_{ai}X_{ia}S^x_{ai}+\sum_{ai}L_{ai}U_{ai}, \tag{6}$$

with $L_{ai}=X_{ai}-X_{ia}$, the slope of $E$ under an occupied–virtual rotation. It vanishes when $E$ is the energy that the SCF makes stationary.

## A.5 The coupled-perturbed equations

From $D=2\sum_iC_iC_i^T$ and $\delta C_i=\sum_pC_pU_{pi}$,

$$\delta D=2\sum_{pi}U_{pi}\,(C_pC_i^T+C_iC_p^T). \tag{7}$$

In the MO basis the blocks are $\delta D_{ij}=2(U_{ij}+U_{ji})=-2S^x_{ij}$, $\delta D_{ai}=\delta D_{ia}=2U_{ai}$, $\delta D_{ab}=0$. For any symmetric $M$, (7) gives

$$\mathrm{tr}\,M\delta D=4\sum_{pi}M_{pi}U_{pi}. \tag{8}$$

The element $F_{ai}=C_a^TFC_i$ changes through the integrals, through each explicit coefficient vector and through $D$:

$$0=F^{(x)}_{ai}+\sum_pU_{pa}F_{pi}+\sum_pF_{ap}U_{pi}+G[\delta D]_{ai}=F^{(x)}_{ai}+\varepsilon_iU_{ia}+\varepsilon_aU_{ai}+G[\delta D]_{ai}.$$

Let $\bar u$ be the symmetric MO matrix with $\bar u_{ai}=\bar u_{ia}=U_{ai}$ and zero diagonal blocks, and $S^x_{oo}$ the occupied block of $S^x$ padded with zeros, so $\delta D=2\bar u-2S^x_{oo}$. Inserting this and $U_{ia}=-S^x_{ai}-U_{ai}$, and moving known terms to the right,

$$(AU)_{ai}\equiv(\varepsilon_a-\varepsilon_i)U_{ai}+G[2\bar u]_{ai}=B^x_{ai},\qquad B^x_{ai}=-F^{(x)}_{ai}+\varepsilon_iS^x_{ai}+G[2S^x_{oo}]_{ai}. \tag{9}$$

The undetermined antisymmetric parts of $U_{ij}$ and $U_{ab}$ have dropped out. For the explicit matrix, put the value 2 at positions $(b,j)$ and $(j,b)$ of the argument. Then $J$ gives $2(ai|bj)+2(ai|jb)=4(ai|bj)$, the exchange term gives $-\frac a2\cdot2[(ab|ij)+(aj|ib)]$, and $\rho_\Delta=4\phi_b\phi_j$, so

$$A_{ai,bj}=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}+4(ai|bj)-a\,[(ab|ij)+(aj|ib)]+4\sum_gw_gf_{xc}\phi_a\phi_i\phi_b\phi_j .$$

Each term is unchanged under $ai\leftrightarrow bj$, so $A^T=A$. The slope of the SCF energy under a rotation $\kappa_{ai}$ is $4F_{ai}$ by (8), and $A$ is the derivative of $F_{ai}$ with respect to $\kappa_{bj}$ (set $S^x=F^{(x)}=0$ above), so $4A$ is the SCF Hessian for real closed-shell rotations. At a minimum within that class it has no negative eigenvalue, so with $A$ nonsingular it is positive definite and conjugate gradients apply.

With $\chi^x_\mu=\partial\chi_\mu/\partial x$, equal to minus the spatial derivative for functions on the displaced atom and zero otherwise, the fixed-coefficient Fock derivative is $F^{(x)}=h^x+J^x[D]-\frac a2K^x[D]+V_{xc}^{(x)}$, with

$$V^{(x)}_{xc,\mu\nu}=\sum_gw_g\big[v_{xc}(\chi^x_\mu\chi_\nu+\chi_\mu\chi^x_\nu)+f_{xc}\rho^{(x)}\chi_\mu\chi_\nu\big],\qquad\rho^{(x)}=2\sum D_{\mu\nu}\chi^x_\mu\chi_\nu .$$

This form holds for a grid fixed in space, for which (1) is the exact derivative of the quadrature model but translational invariance holds only to quadrature accuracy. A grid that moves with the atoms adds derivatives of points and weights to $V_{xc}^{(x)}$ and leaves $A$, $z$ and $W$ unchanged.

## A.6 The interchange

Solve once

$$(\varepsilon_a-\varepsilon_i)z_{ai}+4G[Z]_{ai}=-L_{ai},\qquad Z_{ai}=Z_{ia}=\tfrac12z_{ai},\quad Z_{ij}=Z_{ab}=0. \tag{10}$$

This is $Az=-L$, since $2\bar z=4Z$. By the symmetry of $A$, $L\cdot U=-(Az)\cdot U=-z\cdot AU=-z\cdot B^x$, and from (9)

$$-z\cdot B^x=\sum_{ai}z_{ai}F^{(x)}_{ai}-\sum_{ai}\varepsilon_iz_{ai}S^x_{ai}-\sum_{ai}z_{ai}G[2S^x_{oo}]_{ai}.$$

The last sum still needs one kernel build per $x$. For symmetric $M$, $\sum_{ai}z_{ai}M_{ai}=\mathrm{tr}\,ZM$, so (3) turns it into $2\,\mathrm{tr}\,S^x_{oo}G[Z]=2\sum_{ij}G[Z]_{ij}S^x_{ij}$, with a single build. Collecting the overlap terms of (6) as $-\sum_{pq}W_{pq}S^x_{pq}$ with symmetric $W$, in which the mixed block appears twice, gives (1) with

$$W_{ij}=\tfrac12X_{ij}+2G[Z]_{ij},\qquad W_{ab}=\tfrac12X_{ab},\qquad W_{ia}=W_{ai}=\tfrac12(X_{ia}+\varepsilon_iz_{ai}). \tag{11}$$

If the solver stops at $z+\delta z$ with residual $r=A\,\delta z$ and $W$ is built from (11), the gradient error is $-\delta z\cdot B^x=-r\cdot U^x$. It is linear in the residual, so the threshold on $r$ must match the accuracy wanted in the gradient.

## A.7 The Lagrangian

Treat $C$ as unconstrained and attach a multiplier to each condition in (2):

$$\mathcal L(C,T,z,W;x)=E(C,T,x)+\sum_{ai}z_{ai}F_{ai}-\sum_{pq}W_{pq}(C^TSC-1)_{pq},\qquad W=W^T .$$

Stationarity in $z$ and $W$ returns (2), where $\mathcal L=E$. Stationarity in $T$ is that of $E$. For $C$, take $\delta C=CU$ with arbitrary $U$ at fixed $x$. The energy changes by $\sum X_{pq}U_{pq}$. The overlap term changes by $-\sum W_{pq}(U_{pq}+U_{qp})=-2\sum W_{pq}U_{pq}$. The middle term is $\sum_{pq}Z_{pq}F_{pq}$. Its explicit coefficients give $\sum Z_{pq}(U_{rp}F_{rq}+F_{pr}U_{rq})=2\sum(FZ)_{pq}U_{pq}$, the two terms being equal because $Z$ and $F$ are symmetric. Its density dependence gives $\mathrm{tr}\,ZG[\delta D]=\mathrm{tr}\,G[Z]\delta D=4\sum G[Z]_{pi}U_{pi}$ by (3) and (8). The coefficient of each $U_{pq}$ must vanish:

$$\begin{aligned}ij:&\quad X_{ij}+4G[Z]_{ij}=2W_{ij}\\ ab:&\quad X_{ab}=2W_{ab}\\ ia:&\quad X_{ia}+\varepsilon_iz_{ai}=2W_{ia}\\ ai:&\quad X_{ai}+\varepsilon_az_{ai}+4G[Z]_{ai}=2W_{ai}\end{aligned}$$

Here $2(FZ)_{pq}=2\varepsilon_pZ_{pq}$ was used. The first three lines are (11), and the first two are consistent with symmetric $W$ only because $X_{ij}$ and $X_{ab}$ are symmetric. Subtracting the third line from the fourth, with $W_{ai}=W_{ia}$, gives (10). The Z-vector is therefore the Lagrange multiplier of the condition $F_{ai}=0$, and $W$ that of orthonormality.

Let $\lambda=(C,T,z,W)$. Along the solution path $E(x)=\mathcal L(\lambda(x);x)$ and $\partial\mathcal L/\partial\lambda=0$, so $dE/dx=\partial\mathcal L/\partial x$, which is (1) term by term. Further, $\mathcal L(\,\cdot\,;x+h)$ is stationary at $\lambda(x+h)$, and $\lambda(x)-\lambda(x+h)=O(h)$ when $A$ and the equations for $T$ are nonsingular and the free rotations within each orbital space are chosen to vary smoothly, so

$$\mathcal L(\lambda(x);x+h)-E(x+h)=O(h^2). \tag{12}$$

The stationary point is a saddle, since $\mathcal L$ is linear in the multipliers, and the sign of the difference is not fixed.

The energy itself generally lacks this property when $L\neq0$. Freeze $C$ and $T$ and restore orthonormality by Löwdin's symmetric rule, $C\to CM^{-1/2}$ with $M=C^TS(x+h)C=1+hS^x+\dots$, so that $U=-\frac12S^x$ in every block. The diagonal blocks of (5) are as in (6), the mixed blocks give $-\frac12\sum(X_{ai}+X_{ia})S^x_{ai}$, and subtracting $\sum(L_{ai}U_{ai}-X_{ia}S^x_{ai})$ leaves

$$\frac{dE_{\text{Löwdin}}}{dx}-\frac{dE}{dx}=-\sum_{ai}L_{ai}\big(U_{ai}+\tfrac12S^x_{ai}\big). \tag{13}$$

The gradient (1) now needs one linear solve (10) for all nuclear coordinates, and the Lagrangian gives the same formula with an error of only second order when its variables are frozen. It remains to work out the matrices for a concrete energy, to see where the method fails or needs extension, and to test it numerically on water.
